\section*{Unitarity and time reversibility of the Crank–Nicolson step for Kohn–Sham orbitals}

\section{The step and the norm}

Q: You tell me that the Crank--Nicolson step is a safe way to propagate Kohn--Sham orbitals. Where does it come from?

A: Take Hartree atomic units and one orbital $\psi$ obeying $i\,d\psi/dt=H\psi$. On a grid or in an orthonormal basis $H$ is a finite Hermitian matrix, and for now it is constant in time. Integrating over one real step $\Delta$ gives the exact relation $\psi(t+\Delta)-\psi(t)=-i\int_t^{t+\Delta}H\psi\,dt'$. The trapezoid rule replaces the integral by $\Delta$ times the mean of the integrand at the two ends. With $\psi_n=\psi(n\Delta)$ and $A=H\Delta/2$,
\begin{equation}
\psi_{n+1}-\psi_n=-iA(\psi_{n+1}+\psi_n)
\quad\Longrightarrow\quad
(1+iA)\psi_{n+1}=(1-iA)\psi_n ,
\end{equation}
so that $\psi_{n+1}=U\psi_n$ with
\begin{equation}
U(\Delta)=(1+iA)^{-1}(1-iA).
\end{equation}

Q: That inverse need not exist. A large step could make $1+iA$ singular.

A: It cannot. For any vector $v$,
\begin{equation}
\|(1+iA)v\|^2=\|v\|^2+i\langle v|Av\rangle-i\langle Av|v\rangle+\|Av\|^2=\|v\|^2+\|Av\|^2 ,
\end{equation}
because $A=A^\dagger$ makes $\langle Av|v\rangle=\langle v|Av\rangle$ and the cross terms cancel. The right side is at least $\|v\|^2$, so no nonzero vector is sent to zero, and a finite matrix with that property is invertible. The same holds for $1-iA$, and the size of $\Delta$ never entered.

Q: The trapezoid rule is an approximation. Why should the norm be kept exactly rather than to some order in $\Delta$?

A: The adjoint reverses the order of the factors and turns $iA$ into $-iA$, so $U^\dagger=(1+iA)(1-iA)^{-1}$. The matrices $1+iA$ and $1-iA$ commute, since both products equal $1+A^2$. If $XY=YX$ and $Y$ is invertible, multiplying by $Y^{-1}$ on both sides gives $Y^{-1}X=XY^{-1}$, so all four factors may be reordered:
\begin{equation}
U^\dagger U=(1+iA)(1-iA)^{-1}(1+iA)^{-1}(1-iA)
=(1+iA)(1+iA)^{-1}(1-iA)^{-1}(1-iA)=1 .
\end{equation}
This is exact for every $\Delta$. Norms and overlaps are conserved, so orbitals moved by the same $U$ stay orthonormal. $U$ also commutes with $H$, so $\langle\psi|U^\dagger HU|\psi\rangle=\langle\psi|H|\psi\rangle$ and the energy of a static $H$ does not drift. The explicit Euler step $1-iH\Delta$, by contrast, multiplies an eigenstate of energy $E$ by $1-iE\Delta$, of modulus $\sqrt{1+(E\Delta)^2}$, which exceeds 1 for every $E\neq0$. The proof needs $A=A^\dagger$: with a complex absorbing potential $H$ is not Hermitian and $U$ is not unitary.

Q: My basis functions overlap. Does the proof survive?

A: With overlap matrix $S$ and Kohn--Sham matrix $F$ the coefficients obey $iS\,dc/dt=Fc$, and the trapezoid rule gives $(S+iF\Delta/2)c_{n+1}=(S-iF\Delta/2)c_n$. $S$ is positive definite, so $H'=S^{-1/2}FS^{-1/2}$ exists and is Hermitian, and $S\pm iF\Delta/2=S^{1/2}(1\pm iH'\Delta/2)S^{1/2}$. Inserting this, the inner factors $S^{-1/2}S^{1/2}$ cancel and $U=S^{-1/2}U'S^{1/2}$, with $U'$ the unitary step of $H'$. Then $U^\dagger SU=S^{1/2}U'^\dagger U'S^{1/2}=S$, which conserves the physical norm $c^\dagger Sc$. For a basis fixed in time the statements below carry over, with $E$ an eigenvalue of $Fc=ESc$, $H$ read as $S^{-1}F$ (so that $H-\mu$ means replacing $F$ by $F-\mu S$), and norms and overlaps taken with the metric $S$.

\section{Running backwards}

Q: In what sense is the step time reversible?

A: A step with $-\Delta$ undoes a step with $+\Delta$. Changing the sign of $\Delta$ changes the sign of $A$:
\begin{equation}
U(-\Delta)U(\Delta)=(1-iA)^{-1}(1+iA)(1+iA)^{-1}(1-iA)=1 .
\end{equation}
Hermiticity is not used here, only the existence of the two inverses, so reversibility and unitarity are separate properties. There is also the physical reversal of motion, which for spinless orbitals is complex conjugation of $\psi(\mathbf r)$. On a grid or with real basis functions this is conjugation of the coefficients, and that case is taken here (plane waves are not real: there conjugation also exchanges $\mathbf G$ and $-\mathbf G$, and the matrix $H$ can be complex without any magnetic field). Conjugating every element gives $U^*=(1-iA^*)^{-1}(1+iA^*)$. For real $H$ this is $U(-\Delta)=U^{-1}$, so conjugating $\psi_{n+1}$ and stepping forward returns $U\psi_{n+1}^*=UU^*\psi_n^*=\psi_n^*$. For a complex Hermitian $H$, as in a magnetic field, $U^*$ is the backward step of $H^*$, not of $H$; the exact propagator behaves in the same way.

Q: A Kohn--Sham Hamiltonian is not static. A laser changes it within the step.

A: The trapezoid rule would then put $H(t)$ in one factor and $H(t+\Delta)$ in the other, and the unitarity proof, which needs the same $A$ in both, would fail. To keep it, one matrix is used for each step, say $H(t+s\Delta)$ with $0\le s\le1$. Any Hermitian choice is unitary. Reversal needs more: the backward step starts at $t+\Delta$ and by the same rule uses $H(t+\Delta-s\Delta)$. It cancels the forward step for a general drive only if the two times agree, $s=1-s$, which is the midpoint $s=1/2$. The accuracy selects the same value. Differentiating the equation of motion gives $\ddot\psi=-i\dot H\psi-H^2\psi$, so the exact step is $1-iH\Delta-(i\dot H+H^2)\Delta^2/2+O(\Delta^3)$. The geometric series for the inverse gives $U=(1-iA-A^2)(1-iA)+\dots=1-2iA-2A^2+\dots$, and with $A=(H+s\Delta\dot H)\Delta/2$ this is $1-iH\Delta-(2is\dot H+H^2)\Delta^2/2+O(\Delta^3)$. The two agree at order $\Delta^2$ only for $s=1/2$. A fixed time needs a number of steps proportional to $1/\Delta$, so the accumulated error is of order $\Delta^2$ for the midpoint and of order $\Delta$ for $s=0$. In the numerical check on a driven random Hermitian matrix, halving $\Delta$ divides the error by 4.000 and 2.006 respectively, and a run forward and back misses the initial unit vector by $2\times10^{-15}$ (rounding) and by $4.6\times10^{-2}$.

Q: And when $H$ depends on the density that is being propagated?

A: The same symmetry decides. If the step uses $H[(\rho_n+\rho_{n+1})/2]$, solved to self-consistency, then exchanging $n\leftrightarrow n+1$ and $\Delta\to-\Delta$ maps the step equation onto itself. The backward step therefore has $\psi_n$ as a solution and returns to it when the solution is unique, which I assume for a small step. The lagged choice $H[\rho_n]$ is unitary, but going back uses $H[\rho_{n+1}]$, a different matrix. For a model with a potential equal to the density, the check gives return errors of $2\times10^{-15}$ and $2.5\times10^{-2}$.

\section{Where the error goes}

Q: If norm and energy are exact for static $H$, what is left to be wrong?

A: The phases. Let $H\phi=E\phi$ and $x=E\Delta$. Then $(1\pm iA)\phi=(1\pm ix/2)\phi$, the inverse divides by the same number, and
\begin{equation}
U\phi=\frac{1-ix/2}{1+ix/2}\,\phi .
\end{equation}
So $U$ has exactly the eigenvectors of $H$. In polar form $1+ix/2=re^{i\alpha}$ with $\tan\alpha=x/2$, and $|\alpha|<\pi/2$ because the real part is positive. The numerator is the conjugate $re^{-i\alpha}$, and the ratio is $e^{-2i\alpha}$. The exact factor is $e^{-iE\Delta}$, so the state turns as if its energy were $\tilde E$ with $\tilde E\Delta=2\alpha$:
\begin{equation}
\tilde E=\frac{2}{\Delta}\arctan\frac{E\Delta}{2},\qquad |\tilde E|<\frac{\pi}{\Delta}.
\end{equation}
The map is odd and increasing, so the order of the levels is kept, but the whole spectrum is squeezed into a window of half-width $\pi/\Delta$.

Q: How large is the error for a small step?

A: Integrating $1/(1+u^2)=1-u^2+u^4-\dots$ from zero gives $\arctan u=u-u^3/3+u^5/5-\dots$ for $|u|<1$. With $u=x/2$,
\begin{equation}
\tilde E\Delta=2\left(\frac{x}{2}-\frac{x^3}{24}+\frac{x^5}{160}-\dots\right)=x-\frac{x^3}{12}+\frac{x^5}{80}-\dots
\end{equation}
Subtracting from $x$ and dividing by $x$,
\begin{equation}
\frac{E-\tilde E}{E}=\frac{(E\Delta)^2}{12}-\frac{(E\Delta)^4}{80}+\dots,\qquad |E\Delta|<2 .
\end{equation}
The level is pulled toward the zero of energy, whatever its sign. A direct expansion confirms the sign. With $y=ix/2$, $(1-y)(1-y+y^2-y^3)=1-2y+2y^2-2y^3+\dots=1-ix-x^2/2+ix^3/4$, while $e^{-ix}=1-ix-x^2/2+ix^3/6$. The difference is $+ix^3/12$, as $e^{-ix}e^{+ix^3/12}$ requires. After a time $T$ each component $c_j\phi_j$ carries the error $c_j(e^{-i\tilde E_jT}-e^{-iE_jT})$. While $|E_j|\Delta$ is small and the lag $|E_j-\tilde E_j|T$ is small against one radian its modulus is $|c_j|\,T\Delta^2|E_j|^3/12$ at leading order. Adding the squares gives a total error $T\Delta^2\|H^3\psi_0\|/12$.

\section{What a spectrum sees}

Q: Then every peak in my absorption spectrum is red-shifted by the fraction $(\omega\Delta)^2/12$?

A: Every peak is red-shifted, for static $H$, but that fraction holds only under a condition. The formula above concerns one level measured from the zero of energy, and an observable oscillates at a difference. For $\psi_0=c_a\phi_a+c_b\phi_b$ with energies $a<b$, each component turns with its own $\tilde E$, and the time-dependent part of the dipole at $t_n=n\Delta$ is
\begin{equation}
2\,\mathrm{Re}\left[c_a^*c_b\,z_{ab}\,e^{-i(\tilde b-\tilde a)t_n}\right],\qquad z_{ab}=\langle\phi_a|z|\phi_b\rangle .
\end{equation}
The amplitude is the exact one, since the eigenvectors are exact. The frequency is $\tilde\omega=\tilde b-\tilde a$ in place of $\omega=b-a$. Differentiating the arctan map gives $d\tilde E/dE=1/(1+u^2)$ with $u=E\Delta/2$, hence
\begin{equation}
\tilde\omega=\int_a^b\frac{dE}{1+(E\Delta/2)^2}.
\end{equation}
The integrand is positive and below one except at the single point $E=0$, so $0<\tilde\omega<\omega$ for every step and every pair of levels.

Q: Give me the size of that shift, and without assuming that a series converges.

A: From $(1-u^2)(1+u^2)=1-u^4$ follows the identity $1-1/(1+u^2)=u^2-u^4/(1+u^2)$. The last term lies between $0$ and $u^4$, so the deficit of the integrand lies between $u^2-u^4$ and $u^2$ for all $u$. The two integrals are $\int_a^bu^2dE=\Delta^2(b^3-a^3)/12$ and $\int_a^bu^4dE=\Delta^4(b^5-a^5)/80$. Dividing by $\omega$ and using $b^3-a^3=(b-a)(a^2+ab+b^2)$,
\begin{align}
&L-Q\le\frac{\omega-\tilde\omega}{\omega}\le L,\\
&L=\frac{\Delta^2(a^2+ab+b^2)}{12},\qquad Q=\frac{\Delta^4(b^5-a^5)}{80\,\omega}.
\end{align}
$L$ is an upper bound always, and it is the leading value of the shift relative to $\omega$ when $|a|\Delta$ and $|b|\Delta$ are both small. Since $u^4/(1+u^2)=u^4-u^6/(1+u^2)$, the shift exceeds $L-Q$ by at most the largest $u^6$ on the interval. If $a=0$, then $b=\omega$, $\tilde\omega=(2/\Delta)\arctan(\omega\Delta/2)$ and $L=(\omega\Delta)^2/12$. That is the condition for your formula: one of the two levels sits at the zero of energy.

Q: A result that depends on the zero of energy is unphysical. You must have slipped.

A: It is unphysical, and it belongs to the method. Replacing $H$ by $H-\mu$ multiplies the exact orbital by $e^{i\mu t}$ and changes no density. The exact phase is linear in $E$, so $\mu$ drops out of differences, but the arctan is not linear and $\mu$ stays. Let $a$ and $b$ now be measured from $\mu$, and let $m=(a+b)/2$, so $a=m-\omega/2$ and $b=m+\omega/2$. Then $a^2+b^2=2m^2+\omega^2/2$ and $ab=m^2-\omega^2/4$, which add to
\begin{equation}
a^2+ab+b^2=3m^2+\frac{\omega^2}{4}.
\end{equation}
The minimum is at $m=0$, where $L=(\omega\Delta)^2/48$, a quarter of the value for $a=0$. The midpoint gives the largest $\tilde\omega$ at any step size. With $g(E)=1/(1+(E\Delta/2)^2)$, sliding the interval gives $d\tilde\omega/dm=g(b)-g(a)$, and $g$ falls with $|E|$. For $m<0$ one has $|b|<|a|$ and $\tilde\omega$ rises with $m$; for $m>0$ it falls. At the maximum the oddness of the map gives $\tilde\omega=2\cdot(2/\Delta)\arctan(\omega\Delta/4)$. This is below $\pi/\Delta$ for $\omega\Delta<4$, and in that range the midpoint is the best zero for the observed line. For $\omega\Delta>4$ a dipole sampled at $t_n=n\Delta$ shows the folded frequency $2\pi/\Delta-\tilde\omega$, and the largest $\tilde\omega$ need not give the best line. A midpoint is the best zero only for lines that share it. The choice $\mu=a$ serves all lines that start from the level $a$, each with $L=(\omega\Delta)^2/12$, and each orbital may have its own $\mu$, because in the exact evolution $\mu$ changes only the overall phase of that orbital, which does not enter the density. In the propagated density the choice of $\mu$ matters only through the step error, which vanishes as $\Delta\to0$. The orbitals are then moved by different matrices $U$, so each keeps its norm, but the proof that their mutual overlaps are conserved no longer applies.

Q: Does this describe the peaks of a full TDDFT run?

A: Not as derived. The arctan map needs a fixed $H$, that is, independent electrons in a frozen Kohn--Sham potential. When the potential follows the density, the peaks lie at response frequencies that are not eigenvalue differences. Unitarity and, for the self-consistent midpoint, reversibility still hold, but I make no claim for the size of the shift there.

\section{A sulfur atom}

Q: Show me the effect in something real.

A: Take the sulfur atom with all electrons in spin-restricted LDA (Slater exchange, VWN5 correlation), in the cc-pVTZ basis of 34 functions. The four $3p$ electrons are spread evenly over the three orbitals to keep the density spherical. The converged matrix $F$ is frozen and $\Delta=0.2$, which is 4.84 as, with $\pi/\Delta=15.708$ Ha. The levels, measured from the vacuum, are in hartree:
\begin{center}
\begin{tabular}{lrrr}
 & $E$ & $E\Delta$ & $\tilde E$\\
$1s$ & $-87.810106$ & $-17.562$ & $-14.574027$\\
$2s$ & $-7.703297$ & $-1.541$ & $-6.563857$\\
$3s$ & $-0.629266$ & $-0.126$ & $-0.628437$\\
$3p$ & $-0.259861$ & $-0.052$ & $-0.259803$
\end{tabular}
\end{center}
These digits belong to the matrix, and they are needed because the propagated line is compared with the exact line of the same matrix. They are not a prediction for the atom, since a Kohn--Sham eigenvalue difference is only a first estimate of an excitation energy. The $3s\to3p$ difference is $\omega=0.3694047$ Ha, about 10.05 eV.

Q: How do you measure a frequency without using the formula you want to test?

A: The $3s$ orbital is given a dipole kick $e^{ikz}\approx1+ikz$ with $k=0.01$ bohr$^{-1}$. In the basis this is $c_0=c_{3s}+ikS^{-1}Zc_{3s}$, with $Z$ the matrix of $z$, and completeness of the eigenvectors turns it into $\phi_{3s}+ik\sum_p z_{p}\phi_p$ with $z_p=\langle\phi_p|z|\phi_{3s}\rangle$. Only odd-parity orbitals appear in the sum, so $\langle 3s|z|3s\rangle$ and $\langle p|z|p'\rangle$ vanish. The cross terms, with $c_a=1$, $c_b=ikz_p$ and $\mathrm{Re}[ie^{-i\varphi}]=\sin\varphi$, leave
\begin{equation}
\langle z\rangle_n=2k\sum_p|z_p|^2\sin\left[(\tilde E_p-\tilde E_{3s})t_n\right].
\end{equation}
The linear system is solved for 3500 steps, and the signal is multiplied by $e^{-t^2/2\sigma^2}\sin wt$ with $\sigma=100$ and summed over the steps with weight $\Delta$, which approximates the integral over time. Writing the product of sines as half a difference of cosines, and using $\int_0^\infty e^{-t^2/2\sigma^2}\cos qt\,dt=\tfrac12\sigma\sqrt{2\pi}\,e^{-\sigma^2q^2/2}$, one line of amplitude $B$ contributes
\begin{equation}
\tfrac14B\sigma\sqrt{2\pi}\left[e^{-\sigma^2(w-\tilde\omega)^2/2}-e^{-\sigma^2(w+\tilde\omega)^2/2}\right].
\end{equation}
For $\sigma\tilde\omega\gg1$ the second term is negligible, as are lines many $1/\sigma$ away, so the maximum over $w$ gives $\tilde\omega$ and its height gives $B$.

Q: And what comes out?

A: With the zero at the vacuum level the table predicts $\tilde\omega=-0.259803+0.628437=0.368634$ Ha, or 0.3686346 Ha before rounding, and the measured peak is at 0.3686346 Ha. The shift is 20.96 meV, which is $2.08482\times10^{-3}$ of $\omega$. For the bounds, $a^2+ab+b^2=0.3960+0.1635+0.0675=0.6270$ Ha$^2$, more finely 0.627025, so $L=0.04\times0.627025/12=2.09008\times10^{-3}$. With $Q=5.28\times10^{-6}$ the lower bound is $2.08480\times10^{-3}$, and the measured value lies between the two. Your formula gives $(\omega\Delta)^2/12=0.04\times0.136460/12=4.549\times10^{-4}$; the measured shift is 4.583 times that. The decomposition shows why: $m=-0.444563$ Ha, so $3m^2=0.5929$ Ha$^2$ outweighs $\omega^2/4=0.0341$ Ha$^2$.

With $\mu$ at the $3s$ level the peak moves to 0.3692368 Ha, a shift of 4.57 meV or $4.545\times10^{-4}$ of $\omega$, now just below $(\omega\Delta)^2/12$. With $\mu$ at the midpoint it is at 0.3693627 Ha, a shift of 1.14 meV or $1.1369\times10^{-4}$, against $(\omega\Delta)^2/48=1.1372\times10^{-4}$. A numerical search for the best zero finds $\mu=-0.4446$ Ha. The amplitude does not move: summed over the $3p$ shell $|z|^2=1.07780$ bohr$^2$, so $2k|z|^2=0.021556$ bohr, which is the measured value, and the check asserts this agreement for all three zeros.

Q: The same step is stable for the core orbitals. Are their lines usable?

A: No. They are measured from a superposition of the core orbital and a $3p$ orbital. All coefficients are real and the diagonal dipoles vanish, so the signal is $d_n=B\cos(n\tilde\omega\Delta)$. The identity $\cos(n+1)\varphi+\cos(n-1)\varphi=2\cos\varphi\cos n\varphi$ gives $d_{n+1}+d_{n-1}=2\cos(\tilde\omega\Delta)\,d_n$, which fixes $\tilde\omega$ as long as $\tilde\omega<\pi/\Delta$. A larger difference, possible up to $2\pi/\Delta$, would be folded back by the sampling. For $2s\to3p$ the exact 7.443 Ha appears at $6.563857-0.259803=6.304$ Ha, 171.5 eV in place of 202.5 eV. The relative shift is 0.153, and $L=0.205$ already overstates it. For $1s\to3p$ the exact 87.55 Ha appears at $14.574027-0.259803=14.314$ Ha, 390 eV in place of 2382 eV. Here $|E\Delta|=17.6$ is far outside the radius 2 of the series and $\tilde E$ is close to the edge $-\pi/\Delta$. The shift is 0.8365 of $\omega$, while $L=25.8$ is a true but empty bound, since the shift can never reach one. The norm is conserved throughout and gives no sign of this failure.

Q: Then what step should I take for a given accuracy?

A: Setting $L=\eta$ gives
\begin{equation}
\Delta=\sqrt{\frac{12\,\eta}{a^2+ab+b^2}},
\end{equation}
and because $L$ is an upper bound, the shift relative to $\omega$ then does not exceed $\eta$. For $\eta=10^{-3}$ and the $3s\to3p$ line, $\sqrt{0.012/0.627025}=0.1383$ (3.35 as) with the vacuum zero and $\sqrt{0.012/0.034115}=0.5931$ (14.35 as) with the midpoint zero. The $2s$ line needs 0.0140 or 0.0294, and the $1s$ line 0.00125 or 0.00250 (0.030 or 0.061 as). For $1s$ the gain from the midpoint is close to the factor 2 expected when $b\approx0$, since $\sqrt{48/12}=2$.

Q: The propagated shifts at those steps are not $10^{-3}$. Three of them read $9.9820\times10^{-4}$ exactly alike, which looks suspicious.

A: They are the three midpoint cases, and the value follows from $Q$. With $b=-a=\omega/2$, $b^5-a^5=\omega^5/16$, so $Q=(\omega\Delta)^4/1280$. Since $L=(\omega\Delta)^2/48$, this is $Q=(48^2/1280)L^2=1.8L^2$, in which $\omega$ no longer appears. For $L=10^{-3}$, $L-Q=10^{-3}-1.8\times10^{-6}=9.982\times10^{-4}$ for every line. With one level at the zero, $Q=(\omega\Delta)^4/80=(144/80)L^2$ gives the same 1.8. The $1s$ line with the vacuum zero is nearly that case, because $|b|\ll|a|$, and it shows $9.9821\times10^{-4}$. In general $Q/L^2=1.8\,(a^4+a^3b+a^2b^2+ab^3+b^4)/(a^2+ab+b^2)^2$, independent of $\Delta$. For the $3s$ line with the vacuum zero the values at $\Delta=0.2$ give $5.278\times10^{-6}/(2.09008\times10^{-3})^2=1.208$, so $L-Q=10^{-3}-1.208\times10^{-6}=9.9879\times10^{-4}$, which is the measured value.

\section*{Values computed for the example and the checks}
\begin{verbatim}
phase series coefficients x, x^3, x^5: 1 -1/12 1/80
local error coefficient of x^3: I/12
H(t) error ratio on halving dt: midpoint 4.000, start 2.006
H(t) return error: midpoint 2.0e-15, start 4.618e-02
H[n] return error: self-consistent 1.7e-15, lagged 2.466e-02
S atom LDA/cc-pVTZ: 34 functions, total energy -396.70426 Ha
dt = 0.2 au = 4.838 as, pi/dt = 15.7080 Ha
kick k = 0.01 1/bohr, window sigma = 100 au, steps = 3500
1s: E = -87.810106 Ha, E dt = -17.56202, E_cn = -14.574027 Ha
2s: E = -7.703297 Ha, E dt = -1.54066, E_cn = -6.563857 Ha
3s: E = -0.629266 Ha, E dt = -0.12585, E_cn = -0.628437 Ha
3p: E = -0.259861 Ha, E dt = -0.05197, E_cn = -0.259803 Ha
3s->3p exact w = 0.3694047 Ha = 10.0520 eV, |z|^2 = 1.07780 bohr^2
zero at vacuum: mu = 0.000000 Ha, a^2+ab+b^2 = 0.627025 Ha^2
  peak 0.3686346 Ha, arctan 0.3686346 Ha, shift 20.957 meV
  relative shift 2.08482e-03, L = 2.09008e-03, Q = 5.278e-06
zero at 3s level: mu = -0.629266 Ha, a^2+ab+b^2 = 0.136460 Ha^2
  peak 0.3692368 Ha, arctan 0.3692368 Ha, shift 4.569 meV
  relative shift 4.54494e-04, L = 4.54866e-04, Q = 3.724e-07
zero at midpoint: mu = -0.444563 Ha, a^2+ab+b^2 = 0.034115 Ha^2
  peak 0.3693627 Ha, arctan 0.3693627 Ha, shift 1.143 meV
  relative shift 1.13693e-04, L = 1.13717e-04, Q = 2.328e-08
(w dt)^2/12 = 4.54866e-04, (w dt)^2/48 = 1.13717e-04
vacuum-zero shift / naive = 4.583, best mu found -0.4446 Ha
dipole amplitude measured 0.021556 bohr, 2k|z|^2 = 0.021556 bohr
2s->3p: exact 7.44344 Ha = 202.55 eV, CN 6.30405 Ha = 171.54 eV
  relative shift 0.1531, L = 0.2047
1s->3p: exact 87.55024 Ha = 2382.36 eV, CN 14.31422 Ha = 389.51 eV
  relative shift 0.8365, L = 25.7783
target relative shift 0.001
  3s->3p, vacuum: dt = 0.13834 au = 3.3463 as, measured 9.9879e-04
  3s->3p, midpoint: dt = 0.59309 au = 14.3461 as, measured 9.9820e-04
  2s->3p, vacuum: dt = 0.01398 au = 0.3381 as, measured 9.9826e-04
  2s->3p, midpoint: dt = 0.02943 au = 0.7120 as, measured 9.9820e-04
  1s->3p, vacuum: dt = 0.00125 au = 0.0301 as, measured 9.9821e-04
  1s->3p, midpoint: dt = 0.00250 au = 0.0605 as, measured 9.9820e-04
\end{verbatim}
